# Why dipole illumination tuned to dense lines creates forbidden pitches

A lithographer tilts the illumination so that closely packed lines print with a steep image edge. On the same mask are lines of equal width at wider spacing. One would expect these to be easier, since the lens has less fine detail to pass. Yet near certain spacings the edge is less steep than for the dense lines, and less steep than for a line standing alone. These spacings are called forbidden pitches.

One explanation is that light from neighbouring features interferes destructively with the main feature's field. This is sound once two things are made precise. For a dark line, the "main feature's field" includes the clear background around the line. And the harm lies in how the interference varies across the edge: a darker edge is not by itself a worse one. A model with a thin mask and two point sources shows both.

## The model and the split of the slope

Opaque lines of width $w$ and pitch $p$ lie on a clear mask, with all lengths measured at the wafer. The mask is thin, the field is scalar and the image is in focus. The lens passes spatial frequencies $|f|\le K=\mathrm{NA}/\lambda$. Two mutually incoherent, equally bright source points illuminate the mask with $e^{\pm2\pi isx}$, where $0<s<K$.

Take the pole $+s$. The lens response is

$$h(x)=\int_{-K}^{K}e^{2\pi ifx}df=\frac{\sin2\pi Kx}{\pi x}.$$

Convolve $h$ with the illuminated mask and remove the common tilt by multiplying by $e^{-2\pi isx}$, which leaves the intensity unchanged. A clear mask then gives the field 1. A line centred at zero removes

$$g(x)=\int_{-w/2}^{w/2}e^{-2\pi is(x-x')}h(x-x')\,dx'.$$

The whole field is therefore

$$E=E_0+U,\qquad E_0=1-g(x),\qquad U=-\sum_{n\ne0}g(x-np).$$

Here $E_0$ is the field of an isolated dark line and $U$ is what all its neighbours add. The other pole replaces $s$ by $-s$. Since $h$ and the mask are real, this only conjugates $E$, so both poles give the same intensity and one suffices.

Squaring and differentiating gives

$$I'=(|E_0|^2)'+\big(2\,\mathrm{Re}\,E_0^*U\big)'+(|U|^2)'.$$

The terms are the isolated line's own slope, the slope of the interference, and the slope of the neighbours' own intensity. At the edge $x=w/2$ I use the dimensionless slope $wI'$ and the normalized log-slope $N=wI'/I$. A larger $N$ means that a given relative change of dose moves the edge less.

## What the interference does

Take $\lambda=193$ nm, $\mathrm{NA}=0.75$ and $w=90$ nm. Then $K=0.003886$ nm$^{-1}$. The dipole is tuned to the dense pitch $p_d=180$ nm by setting $s=1/(2p_d)=0.002778$ nm$^{-1}$, or 0.715 of the pupil radius. The undiffracted beam and one first-order beam then pass at $+s$ and $s-1/p_d=-s$, placed symmetrically in the lens.

The neighbour sum was evaluated in real space, with 3000 neighbours on each side and a smooth taper, because its terms fall off slowly. The isolated line has edge intensity 0.472, own slope 1.018 and $N=2.16$. Adding neighbours gives:

| $p$ (nm) | interference slope | neighbours' slope | total $wI'$ | edge $I$ | $N$ |
|---|---|---|---|---|---|
| 180 | +0.059 | −0.078 | 1.000 | 0.351 | 2.85 |
| 240 | −0.230 | +0.012 | 0.800 | 0.336 | 2.38 |
| 295 | −0.486 | +0.036 | 0.568 | 0.343 | 1.66 |
| 305 | +0.188 | −0.022 | 1.184 | 0.477 | 2.48 |
| 445 | −0.247 | +0.001 | 0.773 | 0.427 | 1.81 |

At 295 nm the interference removes almost half of the isolated line's slope. The neighbours' own intensity slightly helps.

The dense row shows why "destructive" needs care. The interference contribution to the edge intensity itself is −0.134 at 180 nm and −0.142 at 295 nm, so the edge is darkened almost equally. At 180 nm the darkening hardly changes across the edge: the slope survives, and the lower intensity raises $N$. At 295 nm the darkening grows towards the clear side, where the image ought to brighten.

Between 295 and 305 nm the interference slope changes sign. This abruptness is the clue to the mechanism.

## The same field as diffraction orders

Shifting the integration variable in $h$ by $s$ gives

$$e^{-2\pi isx}h(x)=\int_{-(K+s)}^{K-s}e^{2\pi ifx}df.$$

Insert this into $g$ and integrate over the line:

$$g(x)=\int_{-(K+s)}^{K-s}A(f)e^{2\pi ifx}df,\qquad A(f)=\int_{-w/2}^{w/2}e^{-2\pi ifx'}dx'=\frac{\sin\pi wf}{\pi f}.$$

Summing over all lines brings in $\sum_n e^{-2\pi ifnp}=\frac1p\sum_m\delta(f-m/p)$. Hence

$$\sum_n g(x-np)=\frac1p\sum_{m}A(m/p)\,e^{2\pi imx/p},\qquad -(K+s)<\frac mp<K-s.$$

One line gives an integral over the tilted pupil. All lines together give a Riemann sum over the same interval, with step $1/p$. The neighbours' field is the difference:

$$-U=\text{Riemann sum}-\text{integral}.$$

The neighbour picture and the diffraction-order picture are thus two readings of one identity.

The difference comes mainly from the pupil edges. Let each sample stand for a cell of width $1/p$ centred on it. Inside the pupil, cells and integral agree to leading order. At an edge a distance $F$ from zero, write $Fp=M+\varepsilon$ with $M$ an integer and $0\le\varepsilon<1$. The last cell ends at $(M+\tfrac12)/p$ and the pupil at $(M+\varepsilon)/p$, so the sum has a surplus of $\tfrac12-\varepsilon$ cells:

$$-U\simeq\sum_{\text{two edges}}\Big(\tfrac12-\varepsilon\Big)\frac{\phi(F)}{p}.$$

Here $\phi(F)=A(F)e^{-2\pi iFx}$ for the lower edge, $F=K+s$, and $\phi(F)=A(F)e^{2\pi iFx}$ for the upper edge, $F=K-s$.

The next term has two sources. The midpoint rule replaces the integral over the cells by a sum that is smaller by $\phi'/(24p^2)$ at the end. Expanding $\phi$ over the surplus strip adds $(\tfrac12-\varepsilon)^2\phi'/(2p^2)$. Together they add to $-U$, at each edge,

$$\frac{1}{2p^2}\Big(\varepsilon^2-\varepsilon+\tfrac16\Big)\phi'(F).$$

With both terms the estimate at 295 nm is $U=-0.068-0.088i$, against $-0.071-0.090i$ from the real-space sum. At 305 nm it is $-0.020+0.048i$, against $-0.021+0.047i$.

Now let the pitch pass through

$$p^*=\frac{2}{K+s}=300.1\ \text{nm}.$$

Just below, $\varepsilon$ at the lower edge is close to 1, and the sum lacks half a cell. Just above, $\varepsilon$ is close to 0, and it has half a cell too many. The jump is one whole sample: the second diffraction order has entered the lens.

## Why distant neighbours act together

The same half cell can be found in real space. Far from a line, integrating $g$ by parts leaves ringing from the two pupil edges. The lower edge contributes

$$g(x)\simeq-\frac{A(K+s)\,e^{-2\pi i(K+s)x}}{2\pi ix}.$$

For the neighbour at $np$, replace $x$ by $x-np$. Let $(K+s)p=2-\eta$, with $\eta$ small and positive. The phase then gains a factor $e^{2\pi i(K+s)np}=e^{-2\pi i\eta n}$, and for $|x|\ll p$ the denominator contains $-np$. Adding the neighbours in pairs $\pm n$ gives

$$\sum_{n\ge1}\frac{-e^{-2\pi i\eta n}+e^{2\pi i\eta n}}{np}=\frac{2i}{p}\sum_{n\ge1}\frac{\sin2\pi\eta n}{n}=\frac{2\pi i}{p}\Big(\tfrac12-\eta\Big).$$

The last step is the Fourier series of a sawtooth, valid for $0<\eta<1$. Multiplying by $-A(K+s)e^{-2\pi i(K+s)x}/(2\pi i)$ gives $-(\tfrac12-\eta)\phi(K+s)/p$. This is the edge correction found above, since $\varepsilon=1-\eta$.

So the special spacings are those at which the ringing of successive neighbours comes almost into step. If it were perfectly in step, left and right neighbours would cancel in this term, because $1/x$ is odd. A small mismatch leaves a finite sum, which the partial sums first reach after roughly $0.3/\eta$ neighbours on each side (about ten at 295 nm) and then oscillate about. A short array shifts the dip: with three neighbours on each side the worst pitch is near 280 nm, with $N\approx1.7$, while with one on each side $N$ at 295 nm is 2.24, above the isolated value. The jump is therefore sharp only for a long, regular array lit by a very small source.

## The slope in closed form

Put $u=w/p$. If $1/(K+s)<p<2/(K+s)$ and $p<1/(K-s)$, only the orders $m=0$ and $m=-1$ pass. Here this means pitches from 150.1 to 300.1 nm, since $1/(K-s)=902.3$ nm. The zero order is $1-A(0)/p=1-u$, and the first is $-A(1/p)/p=-\sin(\pi u)/\pi$:

$$E=(1-u)-\frac{\sin\pi u}{\pi}e^{-2\pi ix/p},$$

$$I=(1-u)^2+\frac{\sin^2\pi u}{\pi^2}-\frac{2(1-u)\sin\pi u}{\pi}\cos\frac{2\pi x}{p}.$$

Differentiating the cosine gives a factor $2\pi/p$. At $x=w/2$ its argument is $\pi u$, so

$$wI'=2\pi u\cdot\frac{2(1-u)\sin\pi u}{\pi}\cdot\sin\pi u=4u(1-u)\sin^2\pi u.$$

For $u<\tfrac12$ both $u(1-u)$ and $\sin^2\pi u$ shrink as $u$ falls. At fixed line width the slope therefore decreases with pitch until another order arrives. The fringe period grows, the first order weakens, and the edge lies nearer the dark centre of the fringe. Together these outweigh the strengthening of the undiffracted beam, the factor $1-u$.

At 295 nm, $u=0.3051$ and $\sin\pi u=0.818$, so

$$wI'=4(0.3051)(0.6949)(0.818)^2=0.568,$$

$$I=0.483+0.068-0.208=0.343,\qquad N=\frac{0.568}{0.343}=1.66.$$

Does the second order always cure the slope? Its amplitude is $a_2=-\sin(2\pi u)/(2\pi)$. It beats with the first order, $a_1=-\sin(\pi u)/\pi$, at frequency $1/p$, and with the zero order at $2/p$. The added slope is

$$\Delta(wI')=-2\pi u\big[2a_1a_2\sin\pi u+4(1-u)a_2\sin2\pi u\big]$$

$$=4u(1-u)\sin^2 2\pi u-\frac{2u}{\pi}\sin^2\pi u\,\sin2\pi u.$$

For $u<\tfrac12$, divide by the positive factor $2u\sin2\pi u$ and use $\sin2\pi u=2\sin\pi u\cos\pi u$. The gain is positive when

$$\tan\pi u<4\pi(1-u).$$

At $u=0.45$ this reads $6.3<6.9$ and holds; at $u=0.46$ it reads $7.9<6.8$ and fails. If the line fills nearly half the period at $p^*$, the arriving order no longer steepens the edge, and at $u=\tfrac12$ it vanishes. The log-slope $N$ stops gaining sooner, because the new order also brightens the edge: at $u=0.40$ the slope still rises when the order enters, but $N$ falls. In the example $u\approx0.30$ at $p^*$, and the missing order lowers both.

As a causal test, let the second order through at 295 nm while leaving everything else fixed. Then $N$ rises from 1.66 to 2.49, above the isolated value.

## Where the dips lie

A scan of the point-dipole model from 180 to 800 nm in steps of 0.25 nm finds the smallest log-slope, $N=1.60$, at 300.00 nm, the last sampled pitch below $p^*$. With $s=1/(2p_d)$ this entry pitch is

$$p^*=\frac{2}{K+1/(2p_d)}.$$

Retuning the dipole to 170 or 200 nm, with lines half as wide as the dense pitch, moves the worst pitch to 292.75 or 313.00 nm. The formula gives 292.95 and 313.18 nm. These two searches stopped just short of the third order's entry.

A weaker dip precedes that entry at $3/(K+s)=450.2$ nm, as the row for 445 nm shows. More generally, the half cell missing below the entry of order $m$ has amplitude $A(m/p)/(2p)$ with $m/p=K+s$. It falls as $1/p$, and for very large pitch the isolated line is recovered.

## What tilting the light has to do with it

With a single on-axis source point, $s=0$, both first orders enter together at $p=1/K=257$ nm. At 180 nm neither passes and there is no image of the lines. At 295 nm both pass, giving $N=4.13$, against 1.91 for an isolated line under the same light. On-axis light has dips of its own, and deeper ones: just below $2/K=514.7$ nm, where both second orders enter, $N$ falls to 0.71. The tilt does not create the dips; it moves the entry pitches from $m/K$ to $m/(K+s)$ and $m/(K-s)$. Tilting lowers the smallest resolved pitch to $1/(K+s)$, but for $s>K/3$ it leaves a two-beam range that ends at twice this value. (For a smaller tilt the opposite first order enters sooner, at $1/(K-s)$.) In the example with 90 nm lines, the forbidden pitch lies at that end; for wider lines the smallest log-slope can lie elsewhere.

Ordinary illumination is a filled disc. For a disc of 0.5 pupil radii, averaged over 160 source points, $N$ is 0.20 at 180 nm, 1.95 at 295 nm and 1.84 at 9000 nm, which stands for isolation. Finer source sampling lowers the last two to 1.93 and 1.83. At 295 nm this source stays above its isolated line and does better than the point dipole, which gives 1.66, but it fails on the dense lines. It has a shallower dip of its own near 350 nm, where $N$ is about 1.7. "Forbidden" thus describes a pitch under a given source, and is not a property of the pitch alone.

## Dose and focus

Choose the dose so that the dense lines print at 90 nm, which sets the threshold at 0.351 of the clear intensity. At 295 nm the line then prints 92.7 nm wide, close to target, with a normalized log-slope of 1.65 at the printed edge. The isolated line prints at only 67.6 nm, but with log-slope 2.55. In this example the harm at the forbidden pitch is therefore not chiefly a sizing error. To first order, a 5% dose change moves each edge by $0.05\times90/1.65=2.7$ nm there, against $0.05\times90/2.85=1.6$ nm for the dense lines.

Defocus adds a second penalty. Over a distance $z$ in air the two beams acquire the phase difference

$$\varphi=2\pi z\left[\sqrt{\lambda^{-2}-(s-1/p)^2}-\sqrt{\lambda^{-2}-s^2}\right].$$

One pole turns the cosine in $I$ into $\cos(2\pi x/p-\varphi)$ and the other into $\cos(2\pi x/p+\varphi)$. Their mean is $\cos\varphi\cos(2\pi x/p)$. At $p_d$ the beams are symmetric, $\varphi=0$, and the dense image keeps $N=2.85$. At 295 nm and $z=100$ nm, $\varphi=0.485$ and $\cos\varphi=0.885$, which lowers $N$ from 1.66 to 1.37. The isolated line loses less at the same defocus, falling from 2.16 to 1.94.

## Beside a real exposure tool

The wavelength, aperture and line width are roughly those of dry argon-fluoride lithography; the point poles are not. Real poles have area, so the second order enters at different pitches for different source points. With poles of 0.1 pupil radii the dip becomes rounder and shallower: in steps of 2.5 nm the worst pitch is 285 nm, with $N=1.80$ against 2.16 for isolated lines. At 295 nm, $N$ rises from 1.66 to 1.98 with 160 source points, or 1.97 with finer sampling.

The other estimates each change one thing in the point-dipole model at 295 nm:

- Unpolarized light in resist of assumed index 1.7 weakens the interference of the two beams by a factor 0.962, the mean of 1 and the cosine of the angle between them. This gives $N=1.56$.
- Conserving each beam's power through the resist surface, with equal lossless entry, scales its amplitude by $1/\sqrt{\cos\theta}$, where $\theta$ is its angle in the resist. The zero order gains 2.5% relative to the first, and $N=1.61$.
- Gaussian resist blur of standard deviation $\sigma=10$ nm multiplies the cosine by $e^{-2\pi^2\sigma^2/p^2}=0.978$, and $N=1.60$.
- Widening the mask line by 4 nm gives $N=1.76$ at the original edge. This shows the sensitivity to an effective width change from a thick absorber; it is no calculation of the absorber's scattering.

Pole size is the largest of these in-focus changes. It moves and softens the dip, but in this example does not remove it.
